Vacuum fluctuations and radiation reaction in two-level spontaneous emission

An excited atom in empty free space decays, while an atom in its ground state does not. Two mechanisms act on both atoms: the vacuum field that would be there without the atom, and the field that the atom itself emits. The problem is to find the rate due to each. The division depends on how atomic and field operators are ordered; parts (c) to (i) use the symmetric order, and part (j) shows what other orders give.

**Setting.** The atom has an excited state |e⟩ and a ground state |g⟩, separated by ħω0. Define

σz = |e⟩⟨e| − |g⟩⟨g|
σx = |e⟩⟨g| + |g⟩⟨e|
σy = −i|e⟩⟨g| + i|g⟩⟨e|

so that [σx,σy] = 2iσz, and cyclically. Different Pauli operators anticommute and each squares to 1. The atom has no permanent dipole, and its transition dipole d is real. In the electric-dipole approximation, with the phases of the modes chosen to make all g_k real,

H = ħω0σz/2 + Σħω_k a_k†a_k + ħσxB,  B = Σg_k(a_k + a_k†).

At t = 0 the field is in its vacuum and is uncorrelated with the atom. Operators without a time label are taken at time t, in the Heisenberg picture. The modes enter through the spectral density

J(ω) = Σg_k² δ(ω − ω_k),

which is taken to be smooth and to fall off at high frequency.

**(a) Find the equation of motion of σz. Does the order of the atomic and field operators in it matter?**

*Solution.* The Heisenberg equation is dO/dt = (i/ħ)[H,O]. For O = σz the first two terms of H commute with σz, and the third gives

dσz/dt = i[σx,σz]B = i(−2iσy)B = 2σyB.

At equal times every atomic operator commutes with every field operator, because they did so at t = 0 and the evolution is unitary. Hence σyB = Bσy, and for any real λ

dσz/dt = 2[λσyB + (1−λ)Bσy].

The order does not affect the total. It can matter once B is divided into parts.

**(b) Divide B into the freely evolving field and the field radiated by the atom.**

*Solution.* From [a_k†a_k,a_k] = −a_k and [a_k†,a_k] = −1,

da_k/dt = −iω_k a_k − ig_kσx.

The solution, with τ = t − t' the time elapsed since emission, is

a_k(t) = a_k(0)e^(−iω_kt) − ig_k ∫₀ᵗ dτ e^(−iω_kτ) σx(t−τ).

The first term is the free field and the second is the source field. Adding the Hermitian conjugate, multiplying by g_k and summing gives B = B_f + B_s, where

B_f(t) = Σg_k[a_k(0)e^(−iω_kt) + a_k†(0)e^(iω_kt)]
B_s(t) = Σg_k² ∫₀ᵗ dτ [−ie^(−iω_kτ) + ie^(iω_kτ)] σx(t−τ).

The bracket equals −2 sin ω_kτ, so

B_s(t) = −2∫dω J(ω) ∫₀ᵗ dτ sin ωτ σx(t−τ).

This expression is exact within the model. The part of dσz/dt containing B_f is called the vacuum-fluctuation part, and the part containing B_s the radiation-reaction part.

**(c) Which λ makes each part Hermitian by itself? Show that the choice matters.**

*Solution.* The vacuum part is X = 2[λσyB_f + (1−λ)B_fσy]. Both factors are Hermitian, so taking the conjugate reverses the products:

X − X† = 2(2λ−1)[σy,B_f].

If the commutator is nonzero, Hermiticity requires λ = 1/2.

To find the commutator, use [σy,B] = 0, which gives [σy,B_f] = −[σy,B_s]. Since B_s already carries g², the atom inside it may be evolved freely at leading order. Free evolution obeys

dσx/dt = (iω0/2)[σz,σx] = −ω0σy
dσy/dt = (iω0/2)[σz,σy] = ω0σx.

Running these equations back by τ from time t gives

σx(t−τ) = σx cos ω0τ + σy sin ω0τ.

Its derivative with respect to τ at τ = 0 is ω0σy, which is minus dσx/dt, as it should be. The second term commutes with σy, and [σy,σx] = −2iσz. Therefore

[σy,B_s] = 4iσz ∫dω J(ω) ∫₀ᵗ dτ sin ωτ cos ω0τ
[σy,B_f] = −4iσz ∫dω J(ω) ∫₀ᵗ dτ sin ωτ cos ω0τ.

Once t is long compared with the field memory, the time integral acts as the principal value of ω/(ω²−ω0²). In general the result does not vanish. The numerical model described in part (f) gives ⟨[σy,B_f]⟩ = 0.37iΓ for the ground state, where Γ = 2πJ(ω0).

The symmetric order is therefore singled out among the orders of σy and the whole real field:

dσz/dt = {σy,B_f} + {σy,B_s},

where {A,C} = AC + CA. Each part is now an observable rate operator in the formal sense of being Hermitian.

**(d) Find the radiation-reaction rate R = ⟨{σy,B_s}⟩ to second order in the coupling.**

*Solution.* Insert the free evolution from part (c). Since {σy,σx} = 0 and σy² = 1,

{σy,σx(t−τ)} = 2 sin ω0τ.

This is a number, so the state of the atom drops out:

R(t) = −4∫dω J(ω) ∫₀ᵗ dτ sin ωτ sin ω0τ.

The product formula for sines gives

∫₀ᵗ dτ sin ωτ sin ω0τ = ½[sin((ω−ω0)t)/(ω−ω0) − sin((ω+ω0)t)/(ω+ω0)].

For long t and smooth J, sin(xt)/x acts as πδ(x). Both ω and ω0 are positive, so only the first term has a resonance, and the right side becomes (π/2)δ(ω−ω0). Thus

R = −4(π/2)J(ω0) = −2πJ(ω0) = −Γ.

Radiation reaction lowers ⟨σz⟩ at the same rate in every atomic state. At this order it would drain energy even from the ground state if it acted alone.

**(e) Find the vacuum-fluctuation rate V = ⟨{σy,B_f}⟩ to the same order.**

*Solution.* The free field has zero mean, so V comes from the change that this field has already made in σy. Let a superscript 0 mark atomic operators evolved freely from t = 0. In the interaction picture the evolution operator is, to first order,

U = 1 − i∫₀ᵗ dt' σx⁰(t')B_f(t').

The Heisenberg operator is σy(t) = U†σy⁰(t)U, hence

σy(t) = σy⁰(t) + i∫₀ᵗ dt' [σx⁰(t'),σy⁰(t)]B_f(t').

Here B_f(t') was taken outside the commutator because it commutes with the freely evolved atomic operators. The zeroth-order term contributes 2⟨σy⁰⟩⟨B_f⟩ = 0. The first-order term gives, with atom and field initially uncorrelated,

V(t) = i∫₀ᵗ dτ ⟨[σx⁰(t−τ),σy⁰(t)]⟩ ⟨{B_f(t−τ),B_f(t)}⟩.

The relation for σx(t−τ) in part (c) gives the first factor:

[σx⁰(t−τ),σy⁰(t)] = cos ω0τ [σx⁰(t),σy⁰(t)] = 2iσz⁰ cos ω0τ.

In the vacuum ⟨a_ka_k†⟩ = 1 and the other second moments vanish, so

⟨B_f(t−τ)B_f(t)⟩ = ∫dω J(ω)e^(iωτ)
⟨{B_f(t−τ),B_f(t)}⟩ = 2∫dω J(ω) cos ωτ.

The factors combine as i · 2i · 2 = −4:

V(t) = −4⟨σz⟩ ∫dω J(ω) ∫₀ᵗ dτ cos ωτ cos ω0τ.

The time integral is now

½[sin((ω−ω0)t)/(ω−ω0) + sin((ω+ω0)t)/(ω+ω0)] → (π/2)δ(ω−ω0),

and therefore

V = −Γ⟨σz⟩.

At second order ⟨σz⟩ may be taken at time 0 or at time t, since the difference is of higher order. Using its current value throughout the decay is the Born-Markov approximation: the field memory is short compared with 1/Γ, and the atom is treated as uncorrelated with the free field that is about to act on it.

The vacuum field thus drives ⟨σz⟩ towards zero from either side, as a classical random field would. It takes population down from |e⟩ and up from |g⟩ at equal rates.

**(f) Combine the two rates. What happens in the excited state, in the ground state and in between?**

*Solution.* The sum is

d⟨σz⟩/dt = −Γ⟨σz⟩ − Γ = −Γ(1 + ⟨σz⟩).

The excited population is P = (1 + ⟨σz⟩)/2, so each contribution to dP/dt is half of the corresponding rate:

dP/dt|vacuum = −(Γ/2)⟨σz⟩ = −(Γ/2)(2P − 1)
dP/dt|reaction = −Γ/2
dP/dt = −ΓP.

For the excited state, ⟨σz⟩ = 1, the contributions are −Γ/2 and −Γ/2. They add to −Γ, half from each mechanism. For the ground state, ⟨σz⟩ = −1, they are +Γ/2 and −Γ/2, and they cancel. When ⟨σz⟩ = 0 the vacuum part vanishes to second order in the coupling, and radiation reaction supplies the whole rate at that order. An initially excited atom follows ⟨σz⟩ = 2e^(−Γt) − 1, so the equal division holds early in the decay and not during all of it. It also requires the field memory time to have passed: at very short t the time integrals of parts (d) and (e) give R ∝ t³ and V ∝ t, so the vacuum part dominates at first.

The numerical check checks this with 40 field modes and the spectral density

J(ω) = (Γ/2π)(ω/ω0)³ exp[3(1 − ω/ω0)].

It diagonalizes H in a basis of at most two photons, evaluates the total rate 2⟨σyB⟩ and V from their operator definitions, and obtains R as their difference, using B_s = B − B_f. The approximations of parts (d) and (e) are not used. The superposition starts with excited population 0.7. For Γ = 0.001ω0 and ω0t = 20, in units of Γ:

excited start: ⟨σz⟩ = 0.963, V = −0.965, R = −1.000
superposition: ⟨σz⟩ = 0.374, V = −0.376, R = −1.000
ground start: ⟨σz⟩ = −1.000, V = 1.000, R = −1.000

The tests require V and R to agree with −Γ⟨σz⟩ and −Γ within 0.02Γ.

**(g) Is the cancellation in the ground state exact at all times?**

*Solution.* With the full coupling it is not. Put ⟨σz⟩ = −1 in V(t) and add R(t). The integrand contains

cos ωτ cos ω0τ − sin ωτ sin ω0τ = cos((ω+ω0)τ),

and integration over τ gives

V(t) + R(t) = 4∫dω J(ω) sin((ω+ω0)t)/(ω+ω0).

There is no resonance at positive ω, so for smooth J this sum dies out, but it is nonzero at early times. The reason is that the bare state |g⟩ with no photons is not an eigenstate of H: σxB can excite the atom and create a photon together. The sum describes the atom and field adjusting to each other after an uncorrelated start. In the numerical model it is 0.312Γ at ω0t = 1, −0.063Γ at ω0t = 3 and 0.004Γ at ω0t = 10. The cancellation found in part (f) is thus a statement about second-order rates after this transient.

The rotating-wave coupling omits the terms responsible. With σ₊ = |e⟩⟨g|, σ₋ = |g⟩⟨e| and A = Σg_ka_k, it replaces ħσxB by ħ(σ₊A + σ₋A†). Using [σ₊,σz] = −2σ₊ and [σ₋,σz] = 2σ₋,

dσz/dt = −2iσ₊A + 2iσ₋A†.

Symmetric ordering and the split A = A_f + A_s give the vacuum rate

V = ⟨−i{σ₊,A_f} + i{σ₋,A_f†}⟩,

and R is the same expression with A_s. Now σ₊A annihilates |g,0⟩ because there is no photon to absorb, and σ₋A† annihilates it because the atom cannot be lowered. Hence |g,0⟩ is an eigenstate, ⟨σz⟩ is constant, and V + R = 0 at every time and for every coupling strength in this model.

The two parts do not vanish separately. For Γ = 0.01ω0 the program finds V = −R = 0.435Γ at ω0t = 1 and 0.997Γ at ω0t = 40. It tests that the total rate is below 10⁻¹⁰ω0 while V is not small; since R is obtained as the total minus V, this is the statement V = −R ≠ 0.

The same model follows an excited atom further into its decay. At Γt = 0.4 it gives ⟨σz⟩ = 0.356, V = −0.369Γ and R = −0.997Γ, while the Markov law gives ⟨σz⟩ = 0.341. Some difference is expected at this coupling: V(t) and R(t) start from zero and need a memory time to reach their limits, and terms beyond second order are present. The calculation does not separate these causes.

**(h) Evaluate Γ in free space, and compare the radiation-reaction power with the classical Larmor formula.**

*Solution.* Take a box of volume 𝒱. Half the vacuum energy ħω/2 of a mode is electric, so ε0⟨E²⟩𝒱/2 = ħω/4 and ⟨E²⟩ = ħω/(2ε0𝒱). The coupling energy ħg is the dipole component along the polarization vector e times the root of this:

g² = (d·e)²ω/(2ε0ħ𝒱).

The two polarizations for one wave vector together give Σ(d·e)² = d²(1 − cos²θ), where θ is the angle between d and the wave vector. Averaged over directions this is 2d²/3. The number of wave vectors in dω is

𝒱 4πk²dk/(2π)³ = 𝒱ω²dω/(2π²c³).

Multiplying the three factors,

J(ω) = (2d²/3) · ω/(2ε0ħ𝒱) · 𝒱ω²/(2π²c³) = d²ω³/(6π²ε0ħc³)

Γ = 2πJ(ω0) = ω0³d²/(3πε0ħc³).

The growth as ω³ cannot continue without limit in the integrals of parts (c) and (g). The point-dipole description fails at wavelengths comparable with the size of the atom, and a cutoff is needed there. The long-time rates depend on J(ω0) alone.

The atomic energy is ħω0σz/2, so radiation reaction changes it at the rate −ħω0Γ/2. For comparison, the Larmor power of a dipole D is ⟨D̈²⟩/(6πε0c³). Here D = dσx, and free evolution gives D̈ = −ω0²dσx. Since σx² = 1, ⟨D̈²⟩ = ω0⁴d² in every state, and

P_L = ω0⁴d²/(6πε0c³) = (ħω0/2) · ω0³d²/(3πε0ħc³) = ħω0Γ/2.

The symmetric radiation-reaction part is therefore the Larmor loss, with the quantum mean square of the dipole acceleration. That mean square does not vanish in the ground state, although the mean dipole does. In the symmetric division, this loss in the ground state is balanced by the opposite contribution of the vacuum field.

**(i) Work out the rates for a wavelength of 500 nm and a transition dipole of 2 e·a0.**

*Solution.* These are round model values. They correspond to ω0 = 3.767×10¹⁵ rad/s, ħω0 = 3.973×10⁻¹⁹ J and d = 1.696×10⁻²⁹ C·m. The formula of part (h) gives

Γ = 6.484×10⁷ s⁻¹,  1/Γ = 15.4 ns.

A direct sum over box modes within ±5% of ω0 gives 6.486×10⁷ s⁻¹. The closeness is partly accidental: averaging ω³ over this window raises the sum by (0.05)² = 0.25% of the formula value, and the discrete mode count lowers it by about 0.2%. The program requires agreement within 1%. The ratio Γ/ω0 = 1.7×10⁻⁸ is small, which the second-order treatment requires but which is not sufficient alone. The counter-rotating terms mix |e⟩ with one photon into the ground state with weight ∫dω J(ω)/(ω+ω0)². For J ∝ ω³ up to a sharp cutoff ω_c ≫ ω0 this weight is about (Γ/4πω0)(ω_c/ω0)². For ω_c = c/a0 it is about 3×10⁻³, which is still small but far larger than Γ/ω0, and it grows as the square of the cutoff.

In the symmetric division each mechanism changes the excited population at a rate of magnitude Γ/2 = 3.242×10⁷ s⁻¹ in either energy eigenstate. The corresponding power is

3.973×10⁻¹⁹ J × 3.242×10⁷ s⁻¹ = 1.288×10⁻¹¹ W.

In the excited state the atom loses this power twice, 2.576×10⁻¹¹ W in all. In the ground state it gains 1.288×10⁻¹¹ W from the vacuum field and loses the same amount by radiation reaction.

**(j) How far does the division depend on the ordering?**

*Solution.* Write B = B⁺ + B⁻, where B⁺ = Σg_ka_k(t) contains the annihilation operators and B⁻ is its conjugate. Each commutes with σy at equal times, so two further forms of the same equation are

normal order: dσz/dt = 2(B⁻σy + σyB⁺)
antinormal order: dσz/dt = 2(B⁺σy + σyB⁻).

Split B⁺ and B⁻ into free and source parts as before. On the initial vacuum B_f⁺ gives zero acting to the right, and B_f⁻ gives zero acting to the left. In normal order the vacuum part thus has zero expectation value, and radiation reaction carries the full −Γ(1 + ⟨σz⟩).

In the symmetric form the same two terms drop out, which leaves

V = ⟨B_f⁺σy + σyB_f⁻⟩.

The antinormal vacuum part is twice this, −2Γ⟨σz⟩. Its radiation-reaction part must then be −Γ + Γ⟨σz⟩ to preserve the total.

These two orders also give Hermitian parts, but they treat B⁺ and B⁻ differently. The Hermiticity argument of part (c) selects the symmetric order when the real field B is kept whole. The observable decay rate is the same in all three cases. In the ground state the vacuum and reaction rates of ⟨σz⟩ are both zero in normal order, +Γ and −Γ in symmetric order, and +2Γ and −2Γ in antinormal order. Of the three orders, only the symmetric one gives equal shares in the excited state. Measuring ⟨σz⟩ alone cannot distinguish one division from the others.

Computed results

```
Full coupling; rates of <sz> in units of Gamma
Gamma/w0 = 0.0010, modes = 40, w0*t = 20
recurrence time of mode grid, w0*t = 62.8
excited: <sz> = 0.9632
  vacuum -0.9650, reaction -0.9999, sum -1.9648
  Im<[sy,B_free]> = -0.3564 Gamma
ground: <sz> = -0.9998
  vacuum 0.9998, reaction -0.9998, sum -0.0000
  Im<[sy,B_free]> = 0.3710 Gamma
superposition: <sz> = 0.3743
  vacuum -0.3755, reaction -0.9999, sum -1.3754
  Im<[sy,B_free]> = -0.1382 Gamma
Ground state, full coupling, transient (units of Gamma)
  w0*t = 1: vacuum 0.5913, reaction -0.2790, sum 0.3123
  w0*t = 3: vacuum 0.8506, reaction -0.9138, sum -0.0632
  w0*t = 10: vacuum 0.9984, reaction -0.9944, sum 0.0040
Rotating-wave coupling, Gamma/w0 = 0.010 (units of Gamma)
Excited at t = 0:
  Gamma*t = 0.1: <sz> = 0.8346, Markov 0.8097
    vacuum -0.8476, reaction -0.9941
  Gamma*t = 0.2: <sz> = 0.6589, Markov 0.6375
    vacuum -0.6739, reaction -0.9974
  Gamma*t = 0.4: <sz> = 0.3562, Markov 0.3406
    vacuum -0.3687, reaction -0.9970
Ground at t = 0:
  w0*t = 1: vacuum 0.4351, reaction -0.4351
    size of sum below 1e-10 w0: True
  w0*t = 40: vacuum 0.9971, reaction -0.9971
    size of sum below 1e-10 w0: True
Free-space example
wavelength = 500 nm
transition dipole = 2.0 e*a0 = 1.6957e-29 C m
w0 = 3.7673e+15 rad/s
photon energy = 3.9729e-19 J = 2.4797 eV
Gamma, formula = 6.4836e+07 1/s
Gamma, box modes = 6.4861e+07 1/s
wave vectors counted in shell = 80358
lifetime = 15.424 ns
Gamma/w0 = 1.721e-08
population rate of each part = 3.2418e+07 1/s
Larmor power = 1.2879e-11 W
excited, atomic energy change: vacuum -1.2879e-11 W,
  reaction -1.2879e-11 W, sum -2.5759e-11 W
ground, atomic energy change: vacuum 1.2879e-11 W,
  reaction -1.2879e-11 W, sum 0.0000e+00 W
```
